# The Blöchl-Parrinello estimate of the adiabatic fictitious kinetic energy, part 1

(Sections cited here and not found follow in the second part.)

## Result

In Car-Parrinello (CP) dynamics the orbitals carry a fictitious mass $\mu$, so they cannot follow moving ions without a fictitious kinetic energy $K=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle$. If each orbital moves rigidly with one ion of mass $M$ and the ionic velocities are Maxwellian at temperature $T$, its average is the Blöchl-Parrinello estimate

$$E_{\rm BP}=2k_BT\,\frac{\mu}{M}\,T_s,\qquad T_s=\sum_i\langle\psi_i|-\tfrac12\nabla^2|\psi_i\rangle .\tag{1}$$

This is not in general the kinetic energy of adiabatic CP motion. For a gapped system, orbitals started in the ground state with the smallest velocities that follow the ions, and to leading order in $\mu g/M$ and in the squared ratio of ionic to orbital frequencies, the adiabatic value is

$$E_{\rm ad}=\mu\,\frac{k_BT}{M}\sum_{I,a}g_{Ia,Ia},\qquad g_{Ia,Jb}={\rm Re}\sum_i\Big\langle\frac{\partial\psi_i}{\partial R_{Ia}}\Big|\,Q\,\Big|\frac{\partial\psi_i}{\partial R_{Jb}}\Big\rangle,\tag{2}$$

where $Q$ projects on the empty states and $g$ is averaged over ionic configurations. For separated atoms $E_{\rm ad}\le E_{\rm BP}$. For bonded atoms no such inequality follows from the derivation, and $E_{\rm ad}$ can lie well below or above $E_{\rm BP}$. The target $E_0$ of the electronic thermostat belongs at or somewhat above $E_{\rm ad}$.

## Conventions and the role of the target

Hartree atomic units are used, with atu the atomic unit of time. The index $i$ runs over $N$ spin orbitals of occupation 1, the overlap operator is the identity (norm-conserving pseudopotentials), and $\mu$ is one constant in Ha atu$^2$. The Lagrangian is

$$L=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle+\tfrac12\sum_I M\dot{\mathbf R}_I^2-E[\psi,\mathbf R]+\sum_{ij}\Lambda_{ji}\big(\langle\psi_i|\psi_j\rangle-\delta_{ij}\big).$$

The last term is real if $\Lambda$ is Hermitian. A code with kinetic term $\frac12\mu'\sum_i\langle\dot\psi_i|\dot\psi_i\rangle$ has $\mu=\mu'/2$. A spin-restricted code that writes $\mu'\sum_n\langle\dot\psi_n|\dot\psi_n\rangle$ over doubly occupied spatial orbitals, without an occupation factor, counts each pair of spin orbitals once and also has $\mu=\mu'/2$. $T_s$ is the electronic kinetic energy summed over all spin orbitals. Since 1 Ha atu$^2$ equals $1\,m_e\,$bohr$^2$, $\mu/M$ is in bohr$^2$ and $2T_s=\sum_i\langle-\nabla^2\rangle$ acts as an inverse area.

Variation with respect to $\psi_i^*$, with $\delta E/\delta\psi_i^*=H\psi_i$, and addition of a Nosé friction $\dot x$ give

$$\mu\ddot\psi_i=-H\psi_i+\sum_j\psi_j\Lambda_{ji}-\mu\dot x\,\dot\psi_i,\qquad Q_e\ddot x=2(K-E_0).\tag{3}$$

The friction does work at the rate $2\,{\rm Re}\sum_i\langle\dot\psi_i|-\mu\dot x\dot\psi_i\rangle=-2\dot xK$, while $\frac{d}{dt}(\frac12Q_e\dot x^2+2E_0x)=2\dot x(K-E_0)+2E_0\dot x=+2\dot xK$. The sum $K+K_{\rm ion}+E+\frac12Q_e\dot x^2+2E_0x$ is therefore conserved, which fixes the factor 2. Integrating the second equation over a time $\tau$,

$$\overline K-E_0=\frac{Q_e\,[\dot x(\tau)-\dot x(0)]}{2\tau}.\tag{4}$$

If $\dot x$ stays bounded, the time average $\overline K$ tends to $E_0$, whatever $E_0$ is. The target must therefore be compared with the value that ground-state motion needs.

## Rigid-orbital estimate

Let orbital $i$ belong to ion $I(i)$ and keep its shape, $\psi_i(\mathbf r,t)=\phi_i(\mathbf r-\mathbf R_{I(i)}(t))$. For overlapping atoms this ansatz does not preserve orthonormality, so it is consistent for separated atoms and a model otherwise. The chain rule gives $\dot\psi_i=-\sum_a\dot R_{Ia}\,\partial_a\psi_i$, and the sign drops out of the square:

$$K=\mu\sum_I\sum_{ab}\dot R_{Ia}\dot R_{Ib}\,G^{I}_{ab},\qquad G^I_{ab}=\sum_{i\in I}\langle\partial_a\psi_i|\partial_b\psi_i\rangle .$$

For Maxwellian velocities $\langle\dot R_{Ia}\dot R_{Jb}\rangle=\delta_{IJ}\delta_{ab}\,k_BT/M$, so the average keeps the trace of $G^I$. Integration by parts, with no surface term for bound or periodic orbitals, gives

$${\rm tr}\,G^I=\sum_{i\in I}\int|\nabla\psi_i|^2d^3r=\sum_{i\in I}\langle\psi_i|-\nabla^2|\psi_i\rangle=2T^I .$$

Then $\langle K\rangle=\mu(k_BT/M)\sum_I2T^I$, which is (1).

For one species the assignment of orbitals to ions has dropped out, and $T_s$ is invariant under unitary mixing of the occupied orbitals, so it can be evaluated with Bloch states although the argument used localized ones. For several species the result is $2k_BT\mu\sum_IT^I/M_I$, and a partition of $T_s$ is needed.

The isotropy required is that of the velocities, not of the orbitals. A $p_z$ orbital has the Fourier transform $f(k)\cos\theta$, so $G_{zz}/{\rm tr}\,G=\langle\cos^4\theta\rangle/\langle\cos^2\theta\rangle=(1/5)/(1/3)=3/5$, and the remainder $2/5$ is shared equally by $x$ and $y$. The eigenvalues are $(1,1,3)/5\times2T_p$, and the trace is still $2T_p$.

For $N_I$ identical spherical atoms $G^I_{ab}=\frac23T^{\rm at}\delta_{ab}$ and $K=\frac23\mu T^{\rm at}\sum_I\dot{\mathbf R}_I^2$ at each instant. If the centre of mass is fixed and $T$ is defined by $M\langle\sum_I\dot{\mathbf R}_I^2\rangle=(3N_I-3)k_BT$, equation (1) acquires the factor $(N_I-1)/N_I$.

## What CP dynamics does inside the occupied space

Define $A_{ij}=\langle\psi_i|\dot\psi_j\rangle$. The time derivative of the constraint gives $\langle\dot\psi_i|\psi_j\rangle=-A_{ij}$, so $2A_{ij}=\langle\psi_i|\dot\psi_j\rangle-\langle\dot\psi_i|\psi_j\rangle$. On differentiating again the two terms $\langle\dot\psi_i|\dot\psi_j\rangle$ cancel:

$$2\dot A_{ij}=\langle\psi_i|\ddot\psi_j\rangle-\langle\ddot\psi_i|\psi_j\rangle .$$

From (3), with $H_{ij}=\langle\psi_i|H|\psi_j\rangle$,

$$\mu\langle\psi_i|\ddot\psi_j\rangle=-H_{ij}+\Lambda_{ij}-\mu\dot xA_{ij},\qquad \mu\langle\ddot\psi_i|\psi_j\rangle=-H_{ij}+\Lambda_{ji}^*+\mu\dot xA_{ij}.$$

The $H$ terms cancel because one Hermitian $H$ acts on all orbitals of a given spin with equal occupations, and the $\Lambda$ terms cancel because $\Lambda_{ji}^*=\Lambda_{ij}$. Hence $\dot A=-\dot xA$ and $A(t)=A(0)\,e^{-[x(t)-x(0)]}$. Orbitals started at rest keep $A=0$.

With $P=\sum_j|\psi_j\rangle\langle\psi_j|$ and $Q=1-P$,

$$K=\mu\sum_{ij}|A_{ij}|^2+\mu\sum_i\langle\dot\psi_i|Q|\dot\psi_i\rangle .\tag{5}$$

The first term is rotation among occupied orbitals, which leaves the energy unchanged and is absent for $A=0$. On the Born-Oppenheimer (BO) surface $P$ is a function of $\mathbf R$. Differentiating $P\psi_i=\psi_i$ gives $Q\dot\psi_i=\dot P\psi_i$, so the second term is fixed by $P(\mathbf R)$ and the ionic velocity, independently of the choice of occupied orbitals. Inserting $Q\dot\psi_i=\sum_{Ia}\dot R_{Ia}\,Q\,\partial\psi_i/\partial R_{Ia}$,

$$K_{\rm ad}=\mu\sum_{Ia,Jb}g_{Ia,Jb}\,\dot R_{Ia}\dot R_{Jb},\tag{6}$$

and the Maxwell average gives (2). By (5), $K_{\rm ad}$ is the least kinetic energy with which orbitals can stay on the BO surface.

**Separated atoms.** The ground state of a displaced free atom is the translated one, $\partial\psi_i/\partial R_a=-\partial_a\psi_i$ up to occupied mixing. With $Q=1-P$,

$$g_{aa}=G_{aa}-\sum_{ij}|\langle\psi_j|\partial_a\psi_i\rangle|^2\le G_{aa}.\tag{7}$$

Summing over $a$ gives $E_{\rm ad}\le E_{\rm BP}$, with equality if and only if the gradient connects no two occupied orbitals of the same spin. The gradient is odd under inversion, so it can connect $s$ with $p$ but not $s$ with $s$ or $p$ with $p$.

**Bonded atoms.** For two atoms and one direction, the quadratic form (6) for a common translation and for an opposite displacement, each atom moving by the same length, is $g_{\rm tr}=g_{11}+g_{22}+2g_{12}$ and $g_{\rm rel}=g_{11}+g_{22}-2g_{12}$. Thus

$$g_{11}+g_{22}=\tfrac12(g_{\rm tr}+g_{\rm rel}).\tag{8}$$

Equation (7) bounds $g_{\rm tr}$, but says nothing on $g_{\rm rel}$, and so $E_{\rm ad}\le E_{\rm BP}$ is not established for a molecule or a solid.

**Sum over states.** Differentiate $H\psi_i=\varepsilon_i\psi_i$ along a coordinate $R$ and project on an empty eigenstate $a$: $\langle a|\partial_RH|i\rangle+\varepsilon_a\langle a|\partial_R\psi_i\rangle=\varepsilon_i\langle a|\partial_R\psi_i\rangle$, so

$$g=\sum_{ai}|d_{ai}|^2,\qquad d_{ai}=-\frac{\langle a|\partial_RH|i\rangle}{\varepsilon_a-\varepsilon_i}.\tag{9}$$

In Kohn-Sham theory $\partial_RH$ is the self-consistent derivative. For independent electrons near an avoided crossing, a small gap with a finite matrix element makes $g$ large while $T_s$ stays finite, so $E_{\rm ad}$ can exceed $E_{\rm BP}$. The opposite extreme is weak coupling. Scale the electron-ion coupling to zero in a closed-shell periodic cell of finite size, where the gaps stay finite, and let plane waves with $k\neq0$ be among the occupied states. Then $g$ vanishes as the square of the coupling while $T_s$ tends to the nonzero jellium value. In that limit $E_{\rm ad}/E_{\rm BP}\to0$: orbitals that ignore the ions need no kinetic energy to follow them.

**Overlap form.** Let $\psi'$ be the ground-state orbitals at $R+\delta$ and $S_{ij}=\langle\psi_i|\psi'_j\rangle$. Then ${\rm tr}\,SS^\dagger=\sum_j\langle\psi'_j|P|\psi'_j\rangle=N-\sum_j\langle\psi'_j|Q|\psi'_j\rangle$, and $Q\psi'_j=\delta\,Q\,\partial_R\psi_j+O(\delta^2)$ up to occupied mixing, so

$$g\,\delta^2=N-{\rm tr}\,SS^\dagger+O(\delta^3).\tag{10}$$

Averaging $+\delta$ and $-\delta$ removes the cubic term. Equation (10) needs occupied orbitals from independent ground-state calculations and no phase alignment. The rigid counterpart, for real translated orbitals, is $\|\psi'_i-\psi_i\|^2=2-2S_{ii}=G\,\delta^2$ to leading order.

## Validity: orbital modes, mass and drag

The regime in this section is independent electrons, real orbitals, one ionic coordinate $R$ with BO energy $\frac12kR^2$, and second order in all displacements. Write $\psi_i=\psi_i^0+\sum_ac_{ai}|a\rangle$ plus the second-order part that keeps the norm. The energy contains $\sum\Delta\varepsilon\,c^2+2\sum c\,\langle a|\partial_RH|i\rangle R$ with $\Delta\varepsilon=\varepsilon_a-\varepsilon_i$. Completing the square with (9) moves the term $-\sum\Delta\varepsilon\,d^2R^2$ into the BO energy:

$$L=\tfrac12M\dot R^2-\tfrac12kR^2+\sum_{ai}\big[\mu\dot c^2-\Delta\varepsilon\,(c-dR)^2\big].$$

With a constant friction $\dot x=\gamma$ on the orbitals the equations of motion are

$$\ddot c+\gamma\dot c+\Omega^2(c-dR)=0,\quad\Omega^2=\frac{\Delta\varepsilon}{\mu};\qquad M\ddot R=-kR+2\sum\Delta\varepsilon\,d\,(c-dR).\tag{11}$$

For Kohn-Sham electrons the $\Delta\varepsilon$ are replaced by eigenvalues of the orbital Hessian of $E$; that case is not simulated here.

**Mass and drag.** The first equation gives $\Delta\varepsilon(c-dR)=-\mu(\ddot c+\gamma\dot c)$. For slow motion $c\simeq dR$ on the right-hand side, and the second equation becomes

$$(M+\Delta M)\ddot R=-kR-\gamma\,\Delta M\,\dot R,\qquad\Delta M=2\mu g.\tag{12}$$

This agrees with (6): $K=\mu g\dot R^2=\frac12\Delta M\dot R^2$, so $K/K_{\rm ion}=\Delta M/M$ and $\omega^2=k/(M+\Delta M)$. The rigid value in three dimensions has $g\to\frac23T^{\rm at}$ and $\Delta M=\frac43\mu T^{\rm at}$. The energy $\mathcal E=\frac12(M+\Delta M)\dot R^2+\frac12kR^2$ obeys $\dot{\mathcal E}=-\gamma\Delta M\dot R^2$. For weak damping the cycle average of $\dot R^2$ is $\mathcal E/(M+\Delta M)$, and the energy decays at the rate $\gamma\Delta M/(M+\Delta M)$.

Slow following also requires the right start. If the orbitals are at rest at $c=dR$ while the ion already moves with constant velocity $V$, (11) with $\gamma=0$ gives $\dot c=dV(1-\cos\Omega t)$. The time average of $K$ is then $\frac32\mu gV^2$, half as much again as the adiabatic value. Ions and orbitals released together from rest avoid this error.

Equation (12) also qualifies the Maxwell average. With many ions the effective mass matrix is $M\delta+2\mu g$, and canonical velocities have covariance $k_BT(M\delta+2\mu g)^{-1}$, which differs from $\delta\,k_BT/M$ at relative order $\mu g/M$. For identical spherical separated atoms, (1) and (2) hold with bare $M$ if $T$ is read from $\frac12M\dot{\mathbf R}^2$; if $T$ is defined with the dressed mass, $M$ is replaced by $M+\Delta M$.

This part has derived the rigid-orbital estimate (1), the adiabatic value (2), and the added mass and drag that slowly following orbitals impose on the ions. What remains is the response to a driven ion, the placing of the target $E_0$, and the numerical results for a model and for Bi and Bi$_2$.
